Why the allowed 2s to 1s magnetic dipole decay is so slow

**Question**

The 2s and 1s states of a hydrogenic atom have the same parity and both have j = 1/2, so the selection rules let 2s decay to 1s by emitting one magnetic dipole (M1) photon. For a spin moment of one Bohr magneton and a transition energy ω, I get a rate of order α⁵ω³ in atomic units. For hydrogen that is 4.5×10⁴ s⁻¹.

But the magnetic moment operator acts on spin and angles and not on r. Its matrix element should then contain the overlap of the 1s and 2s radial functions, which is zero. Is the decay allowed or forbidden? If a rate survives, what produces it, how large is it, and how does it depend on the nuclear charge Z?

**Answer**

The decay is allowed by symmetry, and its usual leading amplitude is nevertheless zero. A selection rule says which amplitudes must vanish because of angular momentum and parity. It does not promise that the remaining radial integral is nonzero. Here that integral vanishes at leading order, and the rate comes from corrections that are usually dropped.

I use Hartree atomic units, with c = 1/α, and a fixed point nucleus. Recoil, nuclear spin and size, radiative corrections and decay through the slightly displaced 2p level are left out. Label 1 means 1s, label 2 means 2s, V = −Z/r, ω = ε₂ − ε₁, and k = ω/c.

**The one-photon rate**

A photon carries at least one unit of total angular momentum, and two states with j = 1/2 can exchange at most one. With no change of parity, this leaves M1 alone.

The surviving amplitude is relativistic, so start from the Dirac equation. Let a be the vector of Dirac matrices, whose off-diagonal blocks are σ. The coupling to the vector potential A is a·A. A photon in a box of volume Ω has the amplitude c√(2π/(ωΩ)) e exp(−ik·r), with e a real polarization vector. The golden rule gives

A = (ω/2πc) Σ ∫dΩₖ |M|²,  M = ⟨1|a·e exp(−ik·r)|2⟩,

where the sum runs over final spin and polarization. An s state has the form

ψ = (gχ, i f σ·r̂ χ)/√(4π),

with χ a two-component spinor. The angular average of exp(−ik·r) is j₀(kr) = sin(kr)/(kr). Taking its gradient with respect to k, and using j₀′ = −j₁, gives

average of r̂ exp(−ik·r) = −i k̂ j₁(kr).

The two products of large and small components therefore give

M = χ₁†[∫r² j₁(kr)(g₁f₂ σ·e σ·k̂ − f₁g₂ σ·k̂ σ·e)dr]χ₂.

Since e is perpendicular to k̂, σ·e σ·k̂ = iσ·(e×k̂), and the opposite order has the opposite sign. Hence

M = iR χ₁†σ·(e×k̂)χ₂,
R = ∫r²(g₁f₂ + f₁g₂) j₁(kr) dr.

The vector e×k̂ has unit length, so the sum of |χ₁†σ·(e×k̂)χ₂|² over final spins is 1. Two polarizations and 4π of solid angle give 8πR², and

A = 4αωR².

**Why the ordinary M1 term vanishes**

Let energies ε exclude the rest energy. The lower half of the Dirac equation is cσ·p(gχ) = (2c² + ε − V)(i f σ·r̂χ). With σ·p g = −ig′σ·r̂ it becomes

−cg′ = (2c² + ε − V)f.

At lowest order f = −g′/(2c). The radius is of order 1/Z and k is of order αZ², so kr is of order Zα and j₁(kr) ≈ kr/3. Then, integrating by parts,

R ≈ −(k/6c)∫r³(g₁g₂)′dr = (k/2c)∫r²g₁g₂dr = kS/(2c).

Here S is the radial overlap, and the boundary terms vanish. Inserting this R gives

A₀ = 4αω(ω²/4c⁴)S² = α⁵ω³S².

Your estimate is this formula with S = 1. The long-wavelength magnetic field can turn the spin, but it leaves the spatial function as it was. The nonrelativistic 1s and 2s functions are orthogonal, so S = 0.

**The relativistic correction**

The next terms are smaller by (Zα)² in the amplitude. It might seem that we now need corrected wavefunctions. Two exact relations avoid that. The first is the equation for f, rearranged:

f = −g′/(2c) − (ε − V)f/(2c²).

The second is the orthogonality of the full Dirac states:

∫r²(g₁g₂ + f₁f₂)dr = 0.

Define I = ∫r³(g₁f₂ + f₁g₂)dr. Insert the first relation for both f₁ and f₂, and integrate the derivative term by parts:

I = (3/2c)∫r²g₁g₂dr − (1/2c²)∫r³[(ε₂−V)g₁f₂ + (ε₁−V)f₁g₂]dr.

Orthogonality replaces the first integral:

I = −(3/2c)∫r²f₁f₂dr − (1/2c²)∫r³[(ε₂−V)g₁f₂ + (ε₁−V)f₁g₂]dr.

Every term on the right is now already small, so nonrelativistic g and f = −g′/(2c) are sufficient.

Write T₁₂ and V₁₂ for the matrix elements of kinetic and potential energy. Because ⟨1|H|2⟩ = 0, T₁₂ = −V₁₂. Also T₁₂ = ½∫r²g₁′g₂′dr, so

∫r²f₁f₂dr = T₁₂/(2c²) = −V₁₂/(2c²).

The first term of I is therefore 3V₁₂/(4c³).

For the second term, let D = ⟨1|r·∇|2⟩ = ∫r³g₁g₂′dr. Integration by parts and S = 0 give ∫r³g₁′g₂dr = −D. The second term becomes

(1/4c³)[(ε₂−ε₁)D − ∫r³V(g₁g₂)′dr].

With V = −Z/r, the last piece is

−∫r³V(g₁g₂)′dr = Z∫r²(g₁g₂)′dr = −2Z∫r g₁g₂dr = 2V₁₂.

To find D, use [T, r·∇] = 2T and [V, r·∇] = −rV′ = V. Taking the matrix element of [H, r·∇] between the two states,

−ωD = 2T₁₂ + V₁₂ = −V₁₂, so ωD = V₁₂.

The second term is (V₁₂ + 2V₁₂)/(4c³) = 3V₁₂/(4c³), equal to the first. Thus I = 3V₁₂/(2c³), and the relativistic part of R is

R_rel = (k/3)I = ωV₁₂/(2c⁴).

**The retardation correction**

The photon field also varies slightly across the atom. The next term of the Bessel function is −(kr)³/30. It carries the same extra factor (Zα)², so it must be kept. With f = −g′/(2c),

R_ret = (k³/60c)∫r⁵(g₁g₂)′dr = −(k³/12c)∫r⁴g₁g₂dr = −ω³⟨r²⟩₁₂/(12c⁴).

The commutator [H, r²] = −3 − 2r·∇ gives −ω⟨r²⟩₁₂ = −3S − 2D = −2D. Hence ω²⟨r²⟩₁₂ = 2ωD = 2V₁₂, and

R_ret = −ωV₁₂/(6c⁴).

The two corrections have opposite signs:

R = ωV₁₂/(2c⁴) − ωV₁₂/(6c⁴) = ωV₁₂/(3c⁴).

Keeping retardation alone would give one quarter of the correct rate. Keeping the relativistic part alone would give 9/4 of it. Either would still show the right power of Z, so the scaling by itself does not reveal a missing term.

**The rate and its power of Z**

Substitution in A = 4αωR² gives

A = (4/9)α⁹ω³V₁₂².

The radial functions are

g₁ = 2Z^(3/2) exp(−Zr),
g₂ = (Z^(3/2)/√2)(1 − Zr/2) exp(−Zr/2).

With ρ = Zr,

V₁₂ = −√2 Z²∫ρ(1 − ρ/2)exp(−3ρ/2)dρ
= −√2 Z²(4/9 − 8/27) = −4√2 Z²/27.

The transition energy is ω = (Z²/2)(1 − 1/4) = 3Z²/8. Therefore

A = (4/9)(27/512)(32/729)α⁹Z¹⁰ = α⁹Z¹⁰/972.

The factor ω³ supplies Z⁶, as in the ordinary M1 formula. The other Z⁴ comes from V₁₂², the square of an amplitude suppressed by (Zα)². One can write the result as α⁵ω³S_eff², with an effective overlap

S_eff = (2/3)α²|V₁₂|.

This is a measure of the suppression and not a literal overlap. Only the first term of I comes from the overlap of the large components, while S_eff also contains the second term and retardation.

**Numbers for hydrogen**

For Z = 1, V₁₂ = −0.2095 hartree and α = 0.0072974, so S_eff = 7.44×10⁻⁶. The mistaken rate is multiplied by the square of this number:

A = (4.511×10⁴ s⁻¹)(7.438×10⁻⁶)² = 2.496×10⁻⁶ s⁻¹.

In atomic units this is 6.037×10⁻²³. If M1 were the sole decay channel, the mean life would be 4.0×10⁵ s, between four and five days.

The formula for A in terms of ω and V₁₂ used the orthogonality of two s states, but no other special property of 1s and 2s. It therefore also covers other ns→n′s transitions. With the 3s function inserted, hydrogen has M1 rates of 1.11×10⁻⁶ s⁻¹ for 3s→1s and 1.88×10⁻⁹ s⁻¹ for 3s→2s.

**What actually empties the 2s state**

The M1 rate is not the total decay rate. The atom can emit two electric dipole photons whose energies ω′ and ω″ add up to ω. The electric field amplitude of each photon is √(2πω′/Ω) or √(2πω″/Ω). In second-order perturbation theory the intermediate states are p states, and the radial part of the amplitude is

Q = Σₚ ⟨1|r|p⟩⟨p|r|2⟩[1/(εₚ−ε₂+ω′) + 1/(εₚ−ε₂+ω″)],

where the brackets are radial integrals and the sum includes the continuum. The two denominators belong to the two orders of emission. The angular integrals give the amplitude (e′·e″)Q/3.

For photon directions separated by an angle θ, the polarization sum of (e′·e″)² is 1 + cos²θ. Its integral over both directions is 64π²/3. The golden rule, with a factor ½ because exchanging the photons gives the same final state, yields

A₂γ = 2π·½·[(2π)²/(2π)⁶]·(64π²/3)·(1/9)·α⁶∫ω′³ω″³Q²dω′
= (4α⁶/27π)∫ω′³ω″³Q²dω′,

with ω′ running from 0 to ω. Energies scale as Z² and lengths as 1/Z, so Q scales as Z⁻⁴. The integral then scales as Z¹⁴Z⁻⁸ = Z⁶.

I evaluated Q by diagonalizing the p-state Hamiltonian in a basis of Laguerre functions, and did the frequency integral by Gaussian quadrature. For Z = 1 and a fixed nucleus the result is A₂γ = 8.229 s⁻¹, which corresponds to a mean life of 0.12 s. The reduced mass of real hydrogen lowers the rate to 8.225 s⁻¹. This lifetime holds for an isolated atom in zero field. A static electric field of only about 0.05 V/cm mixes in enough of the short-lived 2p state to empty 2s equally fast. The M1 channel is weaker by the factor

A/A₂γ = 3.03×10⁻⁷.

**A heavier ion, and the limit of the Z¹⁰ law**

To leading order, the ratio of M1 to two-photon decay grows as Z⁴. The hydrogen-like oxygen ion O⁷⁺ has Z = 8, and 8⁴ = 4096. Its ratio is

4096 × 3.033×10⁻⁷ = 1.24×10⁻³.

The separate leading-order rates are 2.68×10³ s⁻¹ for M1 and 2.16×10⁶ s⁻¹ for two photons. The third digit is sensitive to relativity, since (Zα)² = 0.0034 here. The Dirac M1 rate is 2.69×10³ s⁻¹. The estimate with unit overlap would have given 1.18×10¹⁰ s⁻¹ for M1, and would have made it look like the dominant channel.

The Z¹⁰ law is the leading term in Zα. To see its range, I built the Dirac states for a point nucleus from their power series, integrated R numerically with the full j₁(kr), and used the Dirac transition energy in A = 4αωR². The result divided by α⁹Z¹⁰/972 is:

Z = 1: 1.00006
Z = 8: 1.0037
Z = 20: 1.023
Z = 40: 1.098

The excess is 1.07 times (Zα)² at Z = 1 and 8, and rises to 1.09 at Z = 20 and 1.16 at Z = 40. The pure power law is thus about 9% below the Dirac value at Z = 40.

The two leading formulas cross near Z = 43; using the Dirac M1 rate instead moves the crossing to between 41 and 42. That number is an estimate, because the M1 correction is already visible there and the two-photon rate was computed without relativity. It does show how a channel that is negligible in hydrogen can become important in a highly charged ion.
